Electrode charge fluctuations and the empty-capacitor term at constant potential, part 1

(Sections cited here and not found follow in the second part.)

**First half: fluctuating charges and minimised charges**

An electrolyte fills the slit between two metal electrodes held at a fixed potential difference V, the potential of the right electrode minus that of the left. In a simulation the metal is represented by M fixed atoms with adjustable charges. The charges may be allowed to fluctuate thermally together with the ions, or they may be set to the values that minimise the energy each time the ions move. The problem is to find the differential capacitance of the cell from the charge fluctuations in both cases.

The charges of the electrode atoms form a column vector q, and r stands for all ion positions. The energy of the cell is

U(r,q) = ½ qᵀAq + qᵀb(r) + u(r).

Here A_ab is the potential at atom a produced by unit charge on atom b, and A is symmetric. Each atomic charge is a narrow Gaussian cloud, so A_aa is finite. The entry b_a(r) is the potential that the ions produce at atom a, and u(r) is the energy of the ions among themselves, short-range repulsion included. A solvent that is not represented by particles enters through a relative permittivity ε_r, which divides all the electrostatic terms.

Four assumptions hold until they are lifted explicitly:

- The charges q are classical variables.
- The ions are neutral as a whole and so are the electrodes, 1ᵀq = 0, where 1 is the vector of ones.
- A does not depend on r.
- δᵀAδ > 0 for every nonzero neutral charge vector δ.

The vector d has entry 1 for atoms of the right electrode and 0 for atoms of the left, so the charge of the right electrode is

Q = dᵀq,

and the left electrode carries −Q. I write β = 1/kT. With charges in units of e and potentials in volts, energies and kT are in eV and capacitances in e/V.

**(a) Let all the charges fluctuate. Find the statistical weight at fixed V, and express C = d⟨Q⟩/dV through the fluctuations of Q.**

Solution. Charge reaches the right electrode through a voltage source, which takes it from the left electrode. Moving the charge Q through the potential difference V costs the source the work VQ, so the energy of cell and source together is U − VQ, apart from a constant. The same expression follows from giving each atom the potential of its electrode, ψ_R or ψ_L:

−Σ_a ψ_a q_a = −ψ_R Q − ψ_L(−Q) = −(ψ_R − ψ_L)Q = −VQ.

Only the potential difference survives, because the electrodes are neutral together. The partition function is therefore

Z(V) = ∫dr ∫dq exp{−β[U(r,q) − VQ]},

where the integral over q runs over neutral charge vectors. It converges because U grows quadratically in every neutral direction.

The voltage appears in the exponent as +βVQ, and neither U nor Q, taken as functions of r and q, contains V. One differentiation brings down a factor βQ:

∂ ln Z/∂V = (1/Z) ∫dr ∫dq βQ exp[−β(U − VQ)] = β⟨Q⟩.

The second differentiation acts on the numerator and on 1/Z:

∂² ln Z/∂V² = β²⟨Q²⟩ − β²⟨Q⟩².

Since the left-hand side is also β d⟨Q⟩/dV, division by β gives

C = d⟨Q⟩/dV = β(⟨Q²⟩ − ⟨Q⟩²) = β var(Q).

The capacitance in this ensemble cannot be negative. The derivation used the fact that the variable Q does not itself depend on V. When the charges are minimised, this no longer holds.

**(b) Now hold the ions fixed and minimise U − VQ over neutral charges. Find the charge Q* of the right electrode, show that each electrode becomes an equipotential, and identify the coefficient of V in Q*.**

Solution. Neutrality is imposed with a multiplier λ. The function to be made stationary is

½ qᵀAq + qᵀb − V dᵀq − λ 1ᵀq.

Its gradient with respect to q vanishes when

Aq* + b = Vd + λ1.

The left-hand side is the total potential at the electrode atoms, from the other charges of the metal, from the atom's own cloud and from the ions. The right-hand side is λ on the left electrode and V + λ on the right one. Each electrode is therefore an equipotential, and the two differ by V, as a metal held by a voltage source requires.

To solve for q*, let the columns of an M × (M−1) matrix N be an orthonormal basis of the neutral vectors. Then q = Nx has zero total charge for any x, and Nᵀ1 = 0. Multiplying the stationarity condition by Nᵀ removes λ:

NᵀAN x = Nᵀ(Vd − b).

The matrix H = NᵀAN is positive definite by assumption and has an inverse. Hence

q* = S(Vd − b), with S = N H⁻¹ Nᵀ.

The matrix S is the inverse of A within the neutral subspace. It is symmetric, and S1 = 0. It also satisfies

SAS = N H⁻¹ (NᵀAN) H⁻¹ Nᵀ = N H⁻¹ H H⁻¹ Nᵀ = S,

which will be needed in part (c). The stationary point is a minimum because H is positive definite.

The charge of the right electrode is dᵀq*:

Q* = C₀V + P(r),

C₀ = dᵀSd,  P(r) = −dᵀS b(r).

If the ions are removed, b = 0, so P = 0 and Q* = C₀V. The coefficient C₀ is thus the capacitance of the same two electrodes without the ions. It is positive, because

C₀ = (Nᵀd)ᵀ H⁻¹ (Nᵀd)

and Nᵀd vanishes only if d is proportional to 1, which it is not. The other term, P(r), is the charge that the ions induce on the right electrode when V = 0. With the ions held fixed,

(∂Q*/∂V)_r = C₀.

A change of voltage therefore moves charge through the source even before any ion has responded.

**(c) Does minimising the charges change the probability of an ion configuration? How large is the charge noise that the minimisation removes?**

Solution. Write q = q* + δ with δ neutral, and abbreviate f = Vd − b. The part of U − VQ that contains q is

½ qᵀAq − qᵀf = ½ q*ᵀAq* − q*ᵀf + δᵀ(Aq* − f) + ½ δᵀAδ.

The symmetry of A was used to combine the two cross terms. By the stationarity condition Aq* − f = λ1, and δᵀ1 = 0, so the term linear in δ vanishes. For the first two terms, q* = Sf gives

q*ᵀAq* = fᵀSASf = fᵀSf,  q*ᵀf = fᵀSf,

and together they equal −½ fᵀSf. Inserting f = Vd − b and expanding,

−½(Vd − b)ᵀS(Vd − b) = −½V² dᵀSd + V dᵀSb − ½ bᵀSb
= −½C₀V² − VP − ½ bᵀSb.

The sign of the middle term follows from dᵀSb = −P. The complete energy is then

U − VQ = U_eff(r;V) + ½ δᵀAδ,

U_eff(r;V) = u(r) − ½ bᵀSb − VP(r) − ½C₀V².

The term −½ bᵀSb is the energy gained when the metal responds to the ions. It is the sum of the interaction −bᵀSb of the ions with the induced charges −Sb and the energy ½ bᵀSb of these charges among themselves. It includes cross terms, in which one ion interacts with the charge induced by another. The term −VP is the energy of the ions in the applied field. The last term is the energy ½C₀V² stored in the cell without ions minus the work C₀V² done by the source.

Now put δ = Ny, so that ½ δᵀAδ = ½ yᵀHy. The integral over the M−1 components of y is Gaussian:

∫dy exp(−½β yᵀHy) = (2πkT)^((M−1)/2) / √(det H).

Because A is the same for every ion configuration, so is this factor. It cancels when the ion probabilities are normalised:

p(r) ∝ exp[−βU_eff(r;V)].

This is also the weight sampled when the charges are minimised at each step and the ions move on the minimised energy. Minimisation leaves the ion distribution unchanged under the stated assumptions.

What it removes is the scatter of q about q*. For given ions, Q = Q* + dᵀNy. In the eigenvector basis of H each component of y has zero mean and variance kT divided by its eigenvalue, and different components are uncorrelated. In matrix form ⟨yyᵀ⟩ = kT H⁻¹. The variance of Q at fixed ion configuration is therefore

var(Q | r) = dᵀN ⟨yyᵀ⟩ Nᵀd = kT dᵀN H⁻¹ Nᵀd = kT C₀.

The noise removed is that of the cell without ions at temperature T. It depends neither on the ion configuration nor on the voltage.

**(d) Find the capacitance in terms of the minimised charges. What does the variance of Q* alone give, and what does the slope of ⟨Q*⟩ give?**

Solution. Let η = dᵀNy be the part of Q that minimisation discards, so Q = Q* + η. At each r the mean of η is zero. Therefore ⟨Q⟩ = ⟨Q*⟩, and in

⟨Q²⟩ = ⟨Q*²⟩ + 2⟨Q*η⟩ + ⟨η²⟩

the cross term vanishes, because Q* is fixed once r is given. The last term is kT C₀. Subtracting ⟨Q⟩² and multiplying by β,

C = β var(Q) = C₀ + β var(Q*).

The variance of the minimised charges alone gives C − C₀. The missing piece is the empty-capacitor term.

The same result can be reached without discussing charge noise at all. The mean minimised charge is

⟨Q*⟩ = C₀V + ⟨P⟩_V,

where the average is taken with p(r). The term −½C₀V² of U_eff is common to all configurations and cancels in p(r), so the voltage enters the weight through exp(βVP) alone. The argument of part (a), with P in the place of Q, gives

d⟨P⟩_V/dV = β var(P).

At a given voltage Q* and P differ by the constant C₀V, so var(P) = var(Q*), and

d⟨Q*⟩/dV = C₀ + β var(Q*).

The slope of the mean minimised charge is thus the full capacitance. A capacitance found by running at two neighbouring voltages and taking the difference of the mean charges needs no correction. A capacitance found from fluctuations at one voltage does.

The second derivation also shows why the formula of part (a) cannot be carried over to Q*. The first derivative of the effective energy behaves as before, −∂U_eff/∂V = C₀V + P = Q*. This quantity depends on V itself, and its explicit derivative adds C₀ to the fluctuation term.

**(e) Test the result on a cell small enough that every electrode charge can be integrated numerically.**

Solution. Take a cell that repeats every 0.6 nm in both directions along the electrodes, with two atoms on each electrode and a gap of 1.5 nm. One monovalent cation and one monovalent anion occupy two different sites out of six, which gives 6 × 5 = 30 arrangements. The temperature is 298.15 K, so kT = 25.693 meV, the relative permittivity is 78.4, and V = 0.1 V.

With four electrode charges and one neutrality condition, three free charges remain. For each ion arrangement the weight exp[−β(U − VQ)] was summed on a three-dimensional grid of these charges, with U taken from its definition and no minimisation. This gives

full variance: β var(Q) = 1.6323 e/V,

slope of the mean charge by finite differences: d⟨Q⟩/dV = 1.6323 e/V.

The minimised route uses the same 30 arrangements with weight exp(−βU_eff):

β var(Q*) = 0.6324 e/V,  C₀ = 0.9999 e/V,

β var(Q*) + C₀ = 0.6324 + 0.9999 = 1.6323 e/V.

The probabilities of the 30 arrangements found by the two routes were also compared, and they differ by less than 10⁻⁸. In this cell the minimised fluctuations alone miss 0.9999/1.6323, or 61 %, of the capacitance. That fraction belongs to this small cell.

**Second half: ions, solvent and a worked slit**

The results needed from the first half are these. The potential of the right electrode minus that of the left is V, the charge of the right electrode is Q, and its value after minimising the energy at fixed ion configuration r is

Q* = C₀V + P(r),  C₀ = dᵀSd,  P = −dᵀSb(r).

Here b is the potential of the ions at the electrode atoms, d marks the atoms of the right electrode, and S inverts the interaction matrix A among neutral charge vectors. C₀ is the capacitance of the cell without ions. If A does not depend on r, the ion distribution is proportional to exp(−βU_eff), where U_eff contains the voltage as −VP − ½C₀V², and

C = β var(Q) = C₀ + β var(Q*),  var(Q*) = var(P).

**(f) Express P through the positions of the ions, for electrodes that are nearly smooth planes.**

Solution. Let ion i have charge Q_i and position r_i, and let G_ai be the potential at atom a due to a unit charge at r_i. Then b_a = Σ_i G_ai Q_i, and

P = −Σ_i Q_i Σ_a (Sd)_a G_ai.

By part (b) the vector Sd holds the atomic charges of the cell without ions, per volt applied. Since G is symmetric, the inner sum is the potential that these charges produce at the position of the ion, per volt. Call it φ₁(r_i). Then

P = −Σ_i Q_i φ₁(r_i).

This is a reciprocity relation: the charge induced by an ion follows from the potential of the cell without ions. A constant added to φ₁ has no effect, because the ions are neutral as a whole.

Let each electrode be a square lattice of atoms with spacing a, parallel to the plane z = 0. In the cell without ions all atoms of one electrode are equivalent, so their charges are equal and the potential has the lateral period a. Its laterally varying part consists of waves with wavenumber k ≥ 2π/a, and outside the charge clouds each of these decays as exp(−kz) with the distance z from the electrode. What remains is the laterally averaged potential. Charges Q on the right and −Q on the left, on the area 𝒜, produce the uniform slope Q/(ε𝒜) between them, with ε = ε₀ε_r. One volt corresponds to the charge C₀ × 1 V, so

φ₁ = constant + z/L_eff,  L_eff = ε𝒜/C₀.

The length L_eff is defined by this relation. It stays close to the distance between the atomic planes, but it also contains the finite width of the charge clouds and the atomic structure of the planes. With the ion dipole M_z = Σ_i Q_i z_i,

P = −M_z/L_eff.

The sign is as it should be: a cation that moves towards the right electrode draws negative charge onto it. Inserting P into the capacitance and using C₀ = ε𝒜/L_eff,

C = C₀ + β var(M_z)/L_eff²,

C/C₀ = 1 + β var(M_z)/(ε𝒜L_eff).

The 1 in the second line is the empty-capacitor term.

The fluctuations of the minimised charges alone give C − C₀, so the capacitance C₀ of the cell without ions must be added; for nearly smooth electrodes the fluctuation term follows from the ion dipole. It remains to see what C₀ contains when the solvent is sampled, what changes if A depends on the configuration, and what the result gives for a 4 nm slit and how far those numbers can be trusted.
